# Hydrogenic radial functions at the nucleus: cusp condition and normalisation, part 2

How does a radial function $R(r)$ of an electron near a point nucleus of charge $Z$ depend on the principal quantum number $n$? Rydberg atomic units are used, $\hbar=2m=e^2/2=1$, with lengths in bohr and energies in Ry. The Hamiltonian is $-\nabla^2+V(r)$ with $V=-2Z/r+W(r)$, where $W$ is local, spherical and bounded near $r=0$; the hydrogenic atom has $W=0$. With $\int_0^\infty R^2r^2\,dr=1$ for bound states, $f=R/r^l$ obeys

$$f''+\frac{2l+2}{r}\,f'=U f,\qquad U\equiv V-E, \tag{1}$$

A second solution, behaving as $r^{-2l-1}$, is rejected. The admissible one has $f(0)\ne0$, taken positive, and satisfies

$$f'(r)=-\frac{2Z}{r^{2l+2}}\int_0^r s^{2l+1}f(s)\,ds+\frac{1}{r^{2l+2}}\int_0^r s^{2l+2}\,[W(s)-E]\,f(s)\,ds. \tag{3}$$

$$\frac{f'(0^+)}{f(0)}=\lim_{r\to0^+}\frac{d}{dr}\ln\frac{R}{r^l}=-\frac{Z}{l+1}. \tag{4}$$

For $W$ continuous at the origin, $f=a_0+a_1r+a_2r^2+o(r^2)$ with

$$\frac{a_1}{a_0}=-\frac{Z}{l+1},\qquad \frac{a_2}{a_0}=\frac{1}{2(2l+3)}\left[\frac{2Z^2}{l+1}+W(0)-E\right]. \tag{5}$$

For $W=0$, $f=\sum_ja_jr^j$ with

$$(j+1)(j+2l+2)\,a_{j+1}+2Z\,a_j+E\,a_{j-1}=0,\qquad a_{-1}=0. \tag{6}$$

The hydrogenic bound states have $E_n=-Z^2/n^2$ and $R_{nl}=N_{nl}\,x^l\,e^{-x/2}L_k^\alpha(x)$, with $x=2Zr/n$, $k=n-l-1$, $\alpha=2l+1$. The Laguerre polynomial $L_k^\alpha=\sum_mc_mx^m$, written $L$ for short, has

$$c_{m+1}=\frac{m-k}{(m+1)(m+\alpha+1)}\,c_m. \tag{7}$$

Its Rodrigues form is $x^\alpha e^{-x}L_k^\alpha(x)=\frac{1}{k!}\frac{d^k}{dx^k}\left(x^{k+\alpha}e^{-x}\right)$, and the norm integral is $I=\int_0^\infty x^{\alpha+1}e^{-x}\,[L_k^\alpha(x)]^2dx=2n\,(n+l)!/k!$. Hence

$$N_{nl}=\sqrt{\left(\frac{2Z}{n}\right)^3\frac{(n-l-1)!}{2n\,(n+l)!}}. \tag{9}$$

$$C_{nl}\equiv\lim_{r\to0}\frac{R_{nl}}{r^l}=N_{nl}\left(\frac{2Z}{n}\right)^l\frac{(n+l)!}{(n-l-1)!\,(2l+1)!}. \tag{10}$$

$$C_{nl}=\left(\frac{2Z}{n}\right)^{l+3/2}\frac{1}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n\,(n-l-1)!}}. \tag{11}$$

The example is Ag⁴⁶⁺, $Z=47$. The values quoted at the start for 2p, 3p, 4p and 5p are energies of $-552.25$, $-245.44$, $-138.06$ and $-88.36$ Ry, limits of $R/r$ of $3091$, $1832$, $1222$ and $885\ \mathrm{bohr}^{-5/2}$, and a common slope of $-23.500000\ \mathrm{bohr}^{-1}$; for $n=4$, $l=0,1,2,3$ the slopes are $-47.000000$, $-23.500000$, $-15.666667$ and $-11.750000\ \mathrm{bohr}^{-1}$.

The dependence on $n$ is clearer in another form. The quotient $(n+l)!/(n-l-1)!$ is the product of the $2l+1$ integers from $n-l$ to $n+l$. Pairing $n-s$ with $n+s$ turns it into $n\prod_{s=1}^l(n^2-s^2)=n^{2l+1}\prod_{s=1}^l(1-s^2/n^2)$. In the square of (11) the powers of $n$ combine as $n^{-2l-3}\,n^{2l+1}\,n^{-1}=n^{-3}$ and the powers of 2 as $2^{2l+3}/2=4\cdot2^{2l}$. The even factors of $(2l+1)!$ multiply to $2^l\,l!$ and the odd ones to $(2l+1)!!$, so $[(2l+1)!]^2=2^{2l}[l!\,(2l+1)!!]^2$ and $2^{2l}$ cancels:

$$C_{nl}^2=\frac{4Z^{2l+3}}{n^3\,[\,l!\,(2l+1)!!\,]^2}\prod_{s=1}^l\left(1-\frac{s^2}{n^2}\right). \tag{12}$$

For $l=0$ the product is empty and $R_{n0}(0)=2(Z/n)^{3/2}$. For $l\ge1$ each factor of the product grows with $n$ towards 1, so $n^3C_{nl}^2$ rises steadily to the limit $4Z^{2l+3}/[l!(2l+1)!!]^2$. For p states the limit of $n^3C^2/Z^5$ is $4/9$, and at $n=400$ the value is $0.444442$, below the limit by the factor $1-1/400^2$. The power $n^{-3}$ is that of the level spacing, $dE_n/dn=2Z^2/n^3$, so $C_{nl}^2$ divided by the spacing, the weight at the origin per unit energy, stays finite as the levels crowd towards the ionisation threshold.

The closed form also gives (4) by a second route, which shows how $n$ drops out. Since $f\propto e^{-x/2}L_k^\alpha(x)$ and $dx/dr=2Z/n$, the logarithmic derivative at the origin is $(2Z/n)[-\tfrac12+c_1/c_0]$, and (7) at $m=0$ gives $c_1/c_0=-k/(\alpha+1)=-k/(2l+2)$. Therefore

$$\frac{f'(0)}{f(0)}=-\frac{Z}{n}-\frac{Z}{n}\,\frac{k}{l+1}=-\frac{Z}{n}\,\frac{l+1+k}{l+1}=-\frac{Z}{l+1}, \tag{13}$$

because $l+1+k=n$. The exponential falls more slowly as $n$ grows, the polynomial with its $k$ higher terms falls faster, and the sum is constant. For the state with $n=l+1$ the polynomial is a constant and $f\propto e^{-Zr/(l+1)}$ exactly. All states of the same $l$ share the first-order behaviour of this lowest one. With $E=-Z^2/n^2$ the second coefficient in (5) becomes

$$\frac{a_2}{a_0}=\frac{Z^2}{2(2l+3)}\left[\frac{2}{l+1}+\frac{1}{n^2}\right],$$

and for $n=l+1$ the bracket is $(2l+3)/(l+1)^2$, which gives $Z^2/[2(l+1)^2]$, the second Taylor coefficient of that exponential. The part that depends on $n$ is the fraction $(l+1)/(2n^2)$ of the part that does not.

For Ag⁴⁶⁺ in the shell $n=4$ the scale is $2Z/n=23.5\ \mathrm{bohr}^{-1}$, its square is $552.25$ and its cube $12977.9$, and the energy is $-138.0625$ Ry. The 4s state has $k=3$, so (9) gives $N^2=12977.9\times3!/(8\times4!)=12977.9/32$ and $N=20.1385\ \mathrm{bohr}^{-3/2}$. With $L(0)=4!/(3!\,1!)=4$, (10) gives $C_{40}=20.1385\times4=80.554\ \mathrm{bohr}^{-3/2}$, which is $0.25\,Z^{3/2}$ as $2(Z/4)^{3/2}$ requires. The 4p state has $k=2$, $N^2=12977.9\times2!/(8\times5!)=12977.9/480$, $N=5.19973$, $L(0)=5!/(2!\,3!)=10$, and $C_{41}=5.19973\times23.5\times10=1221.94\ \mathrm{bohr}^{-5/2}$. The 4d state has $k=1$, $N^2=12977.9/(8\times6!)$, $N=1.50103$, $L(0)=6!/(1!\,5!)=6$, and $C_{42}=1.50103\times552.25\times6=4973.7\ \mathrm{bohr}^{-7/2}$. The 4f state has $k=0$, $N^2=12977.9/(8\times7!)$, $N=0.567338$, $L(0)=1$, and $C_{43}=0.567338\times23.5^3=7362.8\ \mathrm{bohr}^{-9/2}$. These four numbers have different dimensions and their order means nothing: with $1\ \mathrm{bohr}=52.9177$ pm they become $0.209\ \mathrm{pm}^{-3/2}$, $0.0600\ \mathrm{pm}^{-5/2}$, $0.00461\ \mathrm{pm}^{-7/2}$ and $0.000129\ \mathrm{pm}^{-9/2}$, and the order is reversed. The natural comparison uses the length $1/Z$, on which the Coulomb term acts. The pure numbers $C/Z^{l+3/2}$ are $0.25$, $0.0807$, $0.00699$ and $0.000220$, and by (12) their fall comes from the denominator $l!\,(2l+1)!!$ together with the product.

In (13) the exponential contributes $-Z/n=-11.75\ \mathrm{bohr}^{-1}$ to all four states. The polynomial contributes $-11.75\times k/(l+1)$, which is $-11.75\times3=-35.25$ for 4s, $-11.75\times2/2=-11.75$ for 4p, $-11.75/3=-3.9167$ for 4d and zero for 4f. The sums are $-47$, $-23.5$, $-15.6667$ and $-11.75\ \mathrm{bohr}^{-1}$, or $-0.888$, $-0.444$, $-0.296$ and $-0.222\ \mathrm{pm}^{-1}$.

The p series shows how far the common slope governs the shape. For $l=1$ equation (5) is $a_2/a_0=(Z^2-E)/10$ with $Z^2=47^2=2209$. For 2p this is $(2209+552.25)/10=276.125$, for 4p $(2209+138.0625)/10=234.706$, and for 3p and 5p likewise $245.444$ and $229.736\ \mathrm{bohr}^{-2}$. At $r_1=0.002$ bohr, where $Zr_1=0.094$, the linear truncation is $1-0.094/2=0.953000$ for every $n$. The full functions give $f(r_1)/f(0)=0.954087$, $0.953969$, $0.953928$ and $0.953909$ for $n=2,3,4,5$. They have all fallen by about $0.046$ and differ among themselves by less than $0.0002$, while their values at the origin differ by a factor of more than three. For 4p the quadratic term is $234.706\times(0.002)^2=0.000939$, which brings the truncation to $0.953939$, above the full value by $0.000011$ in units of $f(0)$. This remainder is the cubic term. At $j=2$, $l=1$ the recurrence (6) reads $18a_3=-2Za_2-Ea_1$; with $a_2/a_0=Z^2(1+1/n^2)/10$ and $Ea_1/a_0=+Z^3/(2n^2)$ it gives $a_3/a_0=-Z^3[(1+1/n^2)/5+1/(2n^2)]/18$. For $n=4$ the bracket is $0.2125+0.03125$, and $a_3r_1^3/a_0=-(0.24375/18)\times0.094^3=-1.1\times10^{-5}$.

The energies and slopes quoted at the start come from a calculation that uses neither (4) nor (11); the limits of $R/r$ quoted there are the values of (11), which the same calculation reproduces. The Hamiltonian is diagonalised in the space spanned by the 40 functions $rR=r^{l+1+j}e^{-\beta r}$, $j=0,\dots,39$, with $\beta=18.80\ \mathrm{bohr}^{-1}$, which equals $Z/n$ for no integer $n$. An eigenvector has $f=e^{-\beta r}\sum_jd_jr^j$, so $f(0)=d_0$ and $f'(0)/f(0)=d_1/d_0-\beta$. The power $r^l$ is built into the basis, but the value and the slope are free and are decided by the eigenvalue problem. For $l\le3$ and $n\le5$ the numerical check asserts agreement with $E_n$ to a relative $10^{-10}$, with (11) and (4) to a relative $10^{-7}$ and with $a_2/a_0$ to a relative $10^{-5}$. It also solves the differential equation symbolically for $n\le5$, normalises by exact integration and asserts (11), (5) and (6), and it checks the Rodrigues form, the integral $I$ and the product form (12) in exact arithmetic.

The tests so far involve negative energies only, while (4) was derived for any energy, so it is also tested in the continuum. For $E=q^2>0$ and $u=rR$ the radial equation is $u''+[q^2+2Z/r-l(l+1)/r^2]u=0$. In the variable $\varrho=qr$, after division by $q^2$, it is the Coulomb wave equation $u_{\varrho\varrho}+[1-2\eta/\varrho-l(l+1)/\varrho^2]u=0$ with $\eta=-Z/q$. A finite difference of $\ln(F_l/r^{l+1})$ next to the origin, with the regular Coulomb function $F_l$ evaluated independently in high precision, gives $-47.000000$, $-23.500000$ and $-15.666667\ \mathrm{bohr}^{-1}$ for $l=0,1,2$, at $E=25$ Ry and at $E=900$ Ry alike. The irregular Coulomb function is used to test that the rejected solution behaves as $r^{-2l-1}$.

Screening leaves (4) intact and changes (11). The Yukawa model $V=-2Ze^{-\lambda r}/r$ has $W=2Z(1-e^{-\lambda r})/r$, which is bounded with $W(0)=2Z\lambda$. For $\lambda=2.35\ \mathrm{bohr}^{-1}$, a chosen model value, $W(0)=220.9$ Ry. The diagonalisation gives energies of $-1996.1$, $-361.3$, $-356.7$ and $-74.7$ Ry for 1s, 2s, 2p and 3d, and values $a_0$ that are $0.998$, $0.975$, $0.967$ and $0.815$ times the hydrogenic $C_{nl}$ of the same $Z$. The slopes are $-47.00000$, $-47.00000$, $-23.50000$ and $-15.66667\ \mathrm{bohr}^{-1}$, those of the bare nuclear charge, and the second coefficient is tested against (5) with this $W(0)$. An effective charge fitted to the energy or to $a_0$ of a screened state therefore does not belong in the cusp condition. The same holds for the orbitals of any mean-field model whose potential is local, spherical and bounded at the nucleus apart from the nuclear term. Non-local or non-spherical potentials lie outside the argument given here. The condition of boundedness is a real restriction: the local-density exchange-correlation potential meets it, but the usual gradient-corrected potentials do not. They contain the divergence of a vector field directed along $\nabla\rho$, and the cusp of the density turns this into a further term in $1/r$ at the nucleus. That term adds to $Z$ in (4), by a few hundredths of a unit for a hydrogenic $1s^2$ density.

A finite nuclear mass changes both results in the same way. The kinetic operator of the relative motion is $-(m/\mu)\nabla^2$ with the reduced mass $\mu$. Multiplying the equation by $\mu/m$ restores $-\nabla^2$ and replaces $Z$ by $(\mu/m)Z$ and $E$ by $(\mu/m)E$. The functions $R_{nl}$ depend on that equation only, so (4) and (11) hold with $Z\to(\mu/m)Z$. For an exaggerated ratio $\mu/m=0.8$ the 4p slope should be $0.8\times(-23.5)=-18.8\ \mathrm{bohr}^{-1}$, and the diagonalisation gives $-18.80000$. That this value equals $-\beta$ is a coincidence of the chosen numbers and means only that $d_1=0$ for this eigenvector; the program asserts (4) and (11) with $Z\to(\mu/m)Z$ to a relative $10^{-7}$ for all four states of the shell $n=4$, and for $l=0,2,3$ the slope differs from $-\beta$.

The value in (4) comes from the term $-2Z/r$, and it is lost when the potential has no such term at the origin. If the nuclear charge is spread out in such a way that $V$ is bounded and continuous at the origin, the first term of (3) is absent, and (5) applies with $Z=0$ and $W=V$: the slope is zero and $a_2/a_0=[V(0)-E]/[2(2l+3)]$. The model $V=-2Z(1-e^{-\lambda r})/r$ with $\lambda=9.40\ \mathrm{bohr}^{-1}$ has $V(0)=-2Z\lambda=-883.6$ Ry. Its range $1/\lambda$ is longer than $1/Z$ and is chosen to make the effect plain, not to represent a nucleus. The lowest s and p states have energies $-416.325$ and $-275.837$ Ry, slopes that vanish to the six decimals printed, and second coefficients $-77.879$ and $-60.776\ \mathrm{bohr}^{-2}$, which are $(-883.6+416.325)/6$ and $(-883.6+275.837)/10$. For a small nucleus the point-charge value returns at distances that are large compared with the nuclear radius $r_N$ but still small compared with $1/Z$. Let $V=-2Z/r$ for $r>r_N$ and $-2Z/r\le V\le0$ inside. Take $|E|$ no larger than of order $Z^2$, as it is for bound states, so that the energy term of (3) is of relative order $Zr$. For $r_N<r\ll1/Z$, where $f\simeq f(0)$ to leading order, (3) acquires the extra term $r^{-2l-2}\int_0^{r_N}s^{2l+2}(V+2Z/s)f\,ds$. Since $0\le V+2Z/s\le2Z/s$, this term divided by $f(0)$ is at most $[Z/(l+1)](r_N/r)^{2l+2}$. To leading order in $Zr$ the departure from (4), relative to the cusp value, is bounded by $(r_N/r)^{2l+2}$, so that (4) describes the region $r_N\ll r\ll1/Z$.

A term that diverges as $1/r^2$ changes the power itself. An attraction $-g/r^2$ joins the centrifugal term, and $l(l+1)-g=l'(l'+1)$ defines, for $g<(l+\tfrac12)^2$, a real and in general non-integer exponent, $l'\simeq l-g/(2l+1)$ to first order in $g$. The substitution $R=r^{l'}f$ then reproduces (1) with $l'$ in place of $l$ in the coefficient, and $R/r^l\propto r^{l'-l}$ diverges slowly at the origin, so that $C_{nl}$ does not exist. Relativity produces a term of this kind. For a spinless particle the relation $(mc^2+E-V)^2=p^2c^2+m^2c^4$, divided by $2mc^2$, reads $p^2/2m+V-(E-V)^2/2mc^2=E$, and the new term contains $-V^2/2mc^2$. In Rydberg units $mc^2=2/\alpha_f^2$, with $\alpha_f$ the fine-structure constant, so this is $-(4Z^2/r^2)\,\alpha_f^2/4=-(Z\alpha_f)^2/r^2$ and $g=(Z\alpha_f)^2$. The electron obeys the Dirac equation, which is not treated here, and the spinless case serves only to identify the parameter. For silver $(Z\alpha_f)^2=0.1176$, which is not negligible, and the many digits quoted above for Ag⁴⁶⁺ are properties of the Schrödinger equation with a point nucleus, given to allow the comparison of formula and computation, and not predictions for the real ion.

## Values computed for the example and the checks

```
Z = 47, (Z alpha)^2 = 0.1176, bohr = 52.9177 pm
Ritz basis: 40 functions, beta = 18.80 1/bohr
n=4: 2Z/n = 23.500 1/bohr, E = -138.0625 Ry
4s: L(0) = 4, N = 20.1385 bohr^-3/2, (2Z/n)^l = 1 bohr^-0
4s: C = 80.55394, Ritz 80.55394 bohr^-1.5; C/Z^1.5 = 0.25
4s: slope -11.7500 + (-35.2500) = -47.0000, Ritz -47.000000 1/bohr
4s: slope = -0.88817 1/pm, C = 0.20926 pm^-1.5
4p: L(0) = 10, N = 5.19973 bohr^-3/2, (2Z/n)^l = 23.5 bohr^-1
4p: C = 1221.938, Ritz 1221.938 bohr^-2.5; C/Z^2.5 = 0.0806872
4p: slope -11.7500 + (-11.7500) = -23.5000, Ritz -23.500000 1/bohr
4p: slope = -0.44409 1/pm, C = 0.059985 pm^-2.5
4d: L(0) = 6, N = 1.50103 bohr^-3/2, (2Z/n)^l = 552.25 bohr^-2
4d: C = 4973.676, Ritz 4973.676 bohr^-3.5; C/Z^3.5 = 0.00698771
4d: slope -11.7500 + (-3.9167) = -15.6667, Ritz -15.666667 1/bohr
4d: slope = -0.29606 1/pm, C = 0.004614 pm^-3.5
4f: L(0) = 1, N = 0.567338 bohr^-3/2, (2Z/n)^l = 12977.9 bohr^-3
4f: C = 7362.836, Ritz 7362.836 bohr^-4.5; C/Z^4.5 = 0.000220092
4f: slope -11.7500 + (-0.0000) = -11.7500, Ritz -11.750000 1/bohr
4f: slope = -0.22204 1/pm, C = 0.00012907 pm^-4.5
np series, test radius r1 = 0.002 bohr, Z r1 = 0.094, 1 + a1 r1/a0 = 0.953000
2p: E = -552.2500 Ry, C = 3091.28 bohr^-5/2, Ritz slope -23.500000 1/bohr
2p: a2/a0 = 276.1250, Ritz 276.1250 1/bohr^2; f(r1)/f(0) = 0.954087, quadratic 0.954104
3p: E = -245.4444 Ry, C = 1831.87 bohr^-5/2, Ritz slope -23.500000 1/bohr
3p: a2/a0 = 245.4444, Ritz 245.4444 1/bohr^2; f(r1)/f(0) = 0.953969, quadratic 0.953982
4p: E = -138.0625 Ry, C = 1221.94 bohr^-5/2, Ritz slope -23.500000 1/bohr
4p: a2/a0 = 234.7063, Ritz 234.7063 1/bohr^2; f(r1)/f(0) = 0.953928, quadratic 0.953939
5p: E = -88.3600 Ry, C = 884.777 bohr^-5/2, Ritz slope -23.500000 1/bohr
5p: a2/a0 = 229.7360, Ritz 229.7360 1/bohr^2; f(r1)/f(0) = 0.953909, quadratic 0.953919
limit of n^3 C^2/Z^5 for p, value at n=400: 0.444442
Yukawa: lambda = 2.350 1/bohr, W(0) = 220.90 Ry
Yukawa 1s: E = -1996.125 Ry, a0/C = 0.99823, slope -47.00000 1/bohr
Yukawa 2s: E = -361.265 Ry, a0/C = 0.97497, slope -47.00000 1/bohr
Yukawa 2p: E = -356.711 Ry, a0/C = 0.96747, slope -23.50000 1/bohr
Yukawa 3d: E = -74.733 Ry, a0/C = 0.81538, slope -15.66667 1/bohr
smeared: lambda = 9.40 1/bohr, V(0) = -883.6 Ry
smeared lowest l=0: E = -416.325 Ry, |slope| = 0.000000 1/bohr, a2/a0 = -77.879 1/bohr^2
smeared lowest l=1: E = -275.837 Ry, |slope| = 0.000000 1/bohr, a2/a0 = -60.776 1/bohr^2
mass ratio 0.8: 4p Ritz slope -18.80000 1/bohr
continuum l=0: slope -47.000000 (E = 25 Ry), -47.000000 (E = 900 Ry) 1/bohr
continuum l=1: slope -23.500000 (E = 25 Ry), -23.500000 (E = 900 Ry) 1/bohr
continuum l=2: slope -15.666667 (E = 25 Ry), -15.666667 (E = 900 Ry) 1/bohr
```
